# Exchange splitting and the core density: the error of linear unscreening

## Problem

An atom has a frozen core without spin polarization and an open d shell with a magnetic moment. The core density is \(n_c(r)\). Both spin directions of the shell have the same normalized, spherically averaged density \(f(r)\), so the valence spin densities are

\[
n_\uparrow=N_\uparrow f,\qquad n_\downarrow=N_\downarrow f,\qquad N=N_\uparrow+N_\downarrow,\qquad M=N_\uparrow-N_\downarrow>0 .
\]

The total valence density is \(n_v=Nf\). Hartree atomic units are used. The model densities are

\[
n_c(r)=\frac{N_c\beta^3}{8\pi}e^{-\beta r},\qquad f(r)=C\,r^4e^{-2\zeta r},\qquad C=\frac{(2\zeta)^7}{4\pi\,6!},
\]

with the round parameters \(N_c=18\), \(\beta=6\), \(\zeta=2.5\), \(N_\uparrow=4\) and \(N_\downarrow=1\). They stand for no particular element. The mean radii are \(3/\beta=0.5\) bohr for the core and \(7/(2\zeta)=1.4\) bohr for the shell.

The exchange splitting is the difference of the two spin potentials, averaged over the shell:

\[
D=\int f(r)\,\bigl[v_\downarrow(r)-v_\uparrow(r)\bigr]\,d^3r .
\]

It is the first-order difference of the orbital energies at fixed densities. The potentials come from exchange in the local spin-density approximation (LSDA). Correlation, orbital relaxation and core polarization are left out. The shell density \(f\) is used unchanged in the linear and partial-core schemes. The smoothing of the valence density that a pseudopotential adds inside its cutoff radius is not modelled, and the percentages below hold for the unsmoothed shell.

1. A pseudopotential is unscreened linearly: the exchange potential of the valence density alone is subtracted in an unpolarized reference atom, and that of the polarized valence density is added back later. Find \(D\) in this scheme and with the core density kept in the functional.
2. How does the error depend on the moment, and what does it do to the energy gained by polarization?
3. How much of the error does a smooth partial core remove, and what does this mean for the projector augmented-wave (PAW) method?

## A tempting solution

Exchange acts between electrons of like spin. One spin channel of density \(\rho_\sigma\) therefore contributes half the exchange energy of an unpolarized system of density \(2\rho_\sigma\). The unpolarized local functional is \(-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r\). Putting \(n=2\rho_\sigma\) and halving gives the factor \(2^{4/3}/2=2^{1/3}\), so

\[
E_x=-\frac34\,k\sum_\sigma\int\rho_\sigma^{4/3}\,d^3r,\qquad k=\left(\frac6\pi\right)^{1/3}=1.2407 .
\]

The functional derivative is

\[
v_\sigma=\frac{\delta E_x}{\delta\rho_\sigma}=-k\,\rho_\sigma^{1/3}.
\]

Now the argument runs as follows. The core has equal numbers of both spins, so it adds the same density \(n_c/2\) to each channel. What is equal in both channels drops out of a difference. The pseudopotential already carries the core-valence exchange, so the splitting needs only the valence densities:

\[
D_{\rm lin}=k\int f\,\bigl[(N_\uparrow f)^{1/3}-(N_\downarrow f)^{1/3}\bigr]d^3r
=k\,\bigl(N_\uparrow^{1/3}-N_\downarrow^{1/3}\bigr)J,\qquad J=\int f^{4/3}d^3r .
\]

The integral is elementary. The volume element supplies \(4\pi r^2\) and the density supplies \(r^{16/3}e^{-8\zeta r/3}\), so the total power of \(r\) is \(22/3\):

\[
J=4\pi C^{4/3}\int_0^\infty r^{22/3}e^{-8\zeta r/3}dr
=4\pi C^{4/3}\,\frac{\Gamma(25/3)}{(8\zeta/3)^{25/3}} .
\]

With \(C=8.635\) this gives \(J=0.3013\) bohr\(^{-1}\), and

\[
D_{\rm lin}=1.2407\times(1.5874-1)\times0.3013=0.2196\ \text{hartree}=5.98\ \text{eV}.
\]

## Where the argument fails

The core does drop out of the difference of the densities. The potential, however, depends on their cube roots, and an equal addition to two numbers does not leave the difference of their cube roots unchanged.

The unscreening procedure shows where this enters. Take the unpolarized reference to have the same total valence density \(n_v\). The exchange part of the potential that acts on spin \(\sigma\) is then

\[
v_\sigma^{\rm lin}=\underbrace{v_x[n_c+n_v]-v_x[n_v]}_{\text{stored in the pseudopotential}}+\,v_\sigma[n_\uparrow,n_\downarrow].
\]

At \(M=0\) the last two terms cancel and the potential is correct. At finite \(M\) the stored part has no spin dependence, so the whole splitting comes from \(v_\sigma[n_\uparrow,n_\downarrow]\). This is \(D_{\rm lin}\). The formula thus describes the linear scheme correctly, but it is not the splitting that the LSDA gives for the atom. The stored part contains the core-valence exchange of the unpolarized atom, and it cannot respond when the valence shell polarizes.

One point in space makes the size of the effect visible. The ratio \(n_c/n_v\) is proportional to \(r^{-4}e^{-(\beta-2\zeta)r}\). Since \(\beta>2\zeta\), it falls steadily, and there is one radius \(r_0\) at which the two densities are equal. A numerical root search gives \(r_0=1.056\) bohr, where \(f=0.05465\) and \(n_c=n_v=0.2732\) bohr\(^{-3}\). The valence spin densities there are \(0.2186\) and \(0.05465\), and half the core density is \(0.1366\). The local splittings are

\[
\begin{aligned}
\text{without core:}\quad &1.2407\,\bigl(0.2186^{1/3}-0.05465^{1/3}\bigr)=0.2766\ \text{hartree},\\
\text{with core:}\quad &1.2407\,\bigl(0.3552^{1/3}-0.1913^{1/3}\bigr)=0.1638\ \text{hartree}.
\end{aligned}
\]

The density difference is \(0.1639\) bohr\(^{-3}\) in both lines, but the first splitting is 1.69 times the second.

## The splitting with the core in the argument

The spin densities that belong in the functional are \(\rho_\sigma=n_\sigma+n_c/2\). Hence

\[
D_{\rm full}=k\int f\left[\Bigl(N_\uparrow f+\frac{n_c}2\Bigr)^{1/3}-\Bigl(N_\downarrow f+\frac{n_c}2\Bigr)^{1/3}\right]d^3r .
\]

To compare it with \(D_{\rm lin}\), write \(A=\rho_\uparrow^{1/3}\) and \(B=\rho_\downarrow^{1/3}\). From \(A^3-B^3=(A-B)(A^2+AB+B^2)\) and \(A^3-B^3=\rho_\uparrow-\rho_\downarrow=Mf\), the local splitting is

\[
k(A-B)=\frac{k\,Mf}{A^2+AB+B^2}.
\]

The core is absent from the numerator, which is the correct part of the tempting argument. It is present in the denominator, where it raises both \(A\) and \(B\). The local splitting therefore falls as \(n_c\) rises, and \(D_{\rm lin}>D_{\rm full}\) for any core that overlaps the shell. Physically, the exchange potential responds less to a given spin density when that density sits on a larger background.

Gauss–Legendre quadrature on a radial grid gives

\[
D_{\rm full}=0.1452\ \text{hartree}=3.95\ \text{eV}.
\]

The error of linear unscreening is \(0.2196-0.1452=0.0744\) hartree, or 2.02 eV. This is 51 % of \(D_{\rm full}\). Of this error, 68 % arises at \(r<r_0\) and 32 % outside, where the core density is already smaller than the valence density.

The two spin levels do not share the error equally. Let \(h=n_v/2\), \(H=(n_v+n_c)/2\) and \(x=Mf/2\). Inserting the cube roots into \(v_\sigma^{\rm lin}\) and subtracting the full potential gives

\[
\begin{aligned}
v_\uparrow^{\rm lin}-v_\uparrow&=k\bigl[(H+x)^{1/3}-H^{1/3}\bigr]-k\bigl[(h+x)^{1/3}-h^{1/3}\bigr],\\
v_\downarrow^{\rm lin}-v_\downarrow&=k\bigl[h^{1/3}-(h-x)^{1/3}\bigr]-k\bigl[H^{1/3}-(H-x)^{1/3}\bigr].
\end{aligned}
\]

The slope of the cube root decreases with its argument, so a step of fixed length \(x\) gains less when it starts from \(H\) than from \(h\). The first line is therefore negative and the second positive: the up level is too low and the down level too high. The averages over the shell are \(-0.024\) and \(+0.050\) hartree. Both errors are, in magnitude, integrals of the slope gap \(\tfrac k3\bigl[(h+s)^{-2/3}-(H+s)^{-2/3}\bigr]\), over \(0<s<x\) for the up level and over \(-x<s<0\) for the down level. The derivative of this gap with respect to \(s\) is \(-\tfrac{2k}9\bigl[(h+s)^{-5/3}-(H+s)^{-5/3}\bigr]<0\), so the gap is larger on the lower interval and the down level has the larger error at every point.

## Dependence on the moment

**Small moment.** For \(x\ll h\) both \(A\) and \(B\) approach \(H^{1/3}\), and the denominator becomes \(3H^{2/3}\). Averaging the local splitting over the shell gives

\[
\frac{D_{\rm full}}M\to\frac k3\int f^2\left(\frac{n_v+n_c}2\right)^{-2/3}d^3r,\qquad
\frac{D_{\rm lin}}M\to\frac k3\left(\frac N2\right)^{-2/3}J .
\]

Locally, the linear splitting exceeds the full one by the factor

\[
\left(\frac Hh\right)^{2/3}=\left(1+\frac{n_c}{n_v}\right)^{2/3}.
\]

It tends to 1 where the core is thin. At small moment, linear unscreening is therefore adequate if \(n_c\ll n_v\) wherever \(f\) has weight. This condition does not suffice near full polarization: at \(M=N\) the down channel contains only \(n_c/2\), and the local ratio exceeds 1 by a term of order \((n_c/2n_v)^{1/3}\), which vanishes only slowly as the core thins. At \(r_0\) the factor is \(2^{2/3}=1.587\).

**Finite moment.** The local splitting without the core is \(k\,h^{1/3}S(u)\) with \(u=x/h=M/N\), where

\[
S(u)=(1+u)^{1/3}-(1-u)^{1/3}=\sum_{j\ge0}c_j\,u^{2j+1},\qquad c_j=2\binom{1/3}{2j+1}.
\]

The even powers cancel in the difference. The binomial coefficient has the numerator \(\tfrac13(-\tfrac23)(-\tfrac53)\cdots\) with \(2j\) negative factors, an even number, so every \(c_j\) is positive. The logarithmic slope

\[
L(u)=\frac{d\ln S}{d\ln u}=\frac{\sum_j(2j+1)\,c_ju^{2j+1}}{\sum_jc_ju^{2j+1}}
\]

is a mean of the odd numbers \(2j+1\) with positive weights. A larger \(u\) shifts weight to larger \(j\), so \(L\) rises with \(u\).

With the core, \(h\) is replaced by \(H\), and the local polarization drops to

\[
U(r)=\frac xH=\frac{Mf}{Nf+n_c}<\frac MN .
\]

Thus \(d\ln D_{\rm lin}/d\ln M=L(M/N)\), while \(d\ln D_{\rm full}/d\ln M\) is an average of \(L(U(r))\), weighted with the positive local contributions to \(D_{\rm full}\). Each \(L(U)\) in this average is smaller than \(L(M/N)\). The ratio \(D_{\rm lin}/D_{\rm full}\) therefore rises with \(M\). The same reasoning at a single point makes \((1+n_c/n_v)^{2/3}\) a lower bound on the local ratio, in accord with 1.69 against 1.587 at \(r_0\).

The quadrature gives, with \(D/M\) in hartree:

| \(M\) | full | linear | ratio |
|---|---|---|---|
| → 0 | 0.0464 | 0.0677 | 1.46 |
| 1 | 0.0466 | 0.0682 | 1.46 |
| 3 | 0.0484 | 0.0732 | 1.51 |
| 5 | 0.0558 | 0.1279 | 2.29 |

With the core, \(D\) is nearly proportional to \(M\): \(D/M\) grows by 20 % over the whole range. Without it, \(D_{\rm lin}/M\) at \(M=N\) equals \(kN^{-2/3}J\). Division by the small-moment limit gives a growth factor of \(3/2^{2/3}=1.89\), whatever the shape of \(f\).

The steep rise comes from the empty down channel. The term \(-N_\downarrow^{1/3}\) has an infinite slope at \(N_\downarrow=0\), whereas the core supplies a background density that keeps the slope finite in this model. The model has no valence s electrons. In a real \(d^5s^2\) atom their down-spin density keeps the slope finite in the linear scheme as well, which weakens the rise at full polarization without removing it. A scale factor fitted to the linear splitting at small moment would transfer to within about 4 % of the fitted ratio up to \(M=3\) (1.46 against 1.51), but it would fail at full polarization, where the ratio is 2.29.

A spin-polarized reference atom does not cure the fault either. If its moment is \(M_0\) and a separate potential is stored for each spin, the stored part carries a splitting \(D_{\rm full}(M_0)-D_{\rm lin}(M_0)\), which corrects the result at \(M=M_0\). At \(M=0\) the same term remains, and for \(M_0=3\) it would split the levels of an unpolarized shell by \(-0.074\) hartree. If the stored part is averaged over the two spins instead, the splitting is again \(D_{\rm lin}\) at every moment.

## Polarization energy

At fixed \(N\), a change \(dM\) moves \(dM/2\) electrons from the down to the up channel. The functional derivatives then give

\[
\frac{dE_x}{dM}=\frac12\int f\,v_\uparrow\,d^3r-\frac12\int f\,v_\downarrow\,d^3r=-\frac D2,
\qquad
E_x(M)-E_x(0)=-\frac12\int_0^MD(M')\,dM'.
\]

The same relation holds in the linear scheme, because the stored potential multiplies \(n_v\), which does not change with \(M\). There the energy difference has a closed form:

\[
\begin{aligned}
\Delta E_{\rm lin}&=-\frac34\,k\,J\left[N_\uparrow^{4/3}+N_\downarrow^{4/3}-2\left(\frac N2\right)^{4/3}\right]\\
&=-0.75\times1.2407\times0.3013\times(6.350+1-6.786)=-0.158\ \text{hartree}.
\end{aligned}
\]

With the core, the difference of the two exchange energies, integrated on the same grid, is \(-0.107\) hartree. The linear scheme exaggerates the gain by a factor of 1.48. This factor is a weighted mean of \(D_{\rm lin}/D_{\rm full}\) over moments from 0 to 3, so it lies between 1.46 and 1.51. At this level of theory, linear unscreening favours the magnetic state too strongly. The size of the factor belongs to the model densities: with the argon core and the 3d shell of an LSDA manganese atom, the same formulas give about 2.2.

## A partial core

The full core density is sharply peaked and awkward to represent in plane waves. Inside \(r_0\) it can be replaced by a parabola \(a+br^2\) that has the value and slope of \(n_c\) at \(r_0\). The slope condition is \(2br_0=-\beta n_c(r_0)\), and the value condition then fixes \(a\):

\[
b=-\frac{\beta\,n_c(r_0)}{2r_0}=-0.776\ \text{bohr}^{-5},\qquad
a=n_c(r_0)\left(1+\frac{\beta r_0}2\right)=1.14\ \text{bohr}^{-3}.
\]

At the nucleus this partial core has the density 1.14 bohr\(^{-3}\), while the true model core has 154.7. It nowhere exceeds the true core. With \(d=r_0-r\ge0\) and \(r_0^2-r^2=d(2r_0-d)\),

\[
\frac{a+br^2}{n_c(r_0)}=1+\beta d-\frac{\beta d^2}{2r_0}\le1+\beta d\le e^{\beta d}=\frac{n_c(r)}{n_c(r_0)} .
\]

Since the local splitting falls with rising core density, the result must lie between \(D_{\rm full}\) and \(D_{\rm lin}\). The quadrature gives

\[
D_{\rm part}=0.1533\ \text{hartree}=4.17\ \text{eV}.
\]

The remaining error is 5.6 % of \(D_{\rm full}\), and 89 % of the linear error is gone. The 32 % that arose outside \(r_0\) vanishes completely, because the core is unchanged there. Inside, the large density mismatch near the nucleus does little harm. The local error of the partial core cannot exceed that of the linear scheme, which in turn is smaller than the linear splitting itself. The radial integrand of the latter, \(4\pi r^2f^{4/3}\) times a constant, vanishes as \(r^{22/3}\) at the nucleus. The figures depend on the matching radius: a parabola joined where \(n_c=2n_v\) (0.92 bohr) leaves an error of 2.0 % of \(D_{\rm full}\), and one joined where \(n_c=n_v/2\) (1.21 bohr) leaves 12.7 %.

## Consequence for PAW

In PAW the exchange-correlation energy is a sum of a smooth term and one-centre corrections inside augmentation spheres:

\[
E_{xc}=E_{xc}[\tilde n+\tilde n_c]+\sum_a\Bigl(E_{xc}[n^a+n_c^a]-E_{xc}[\tilde n^a+\tilde n_c^a]\Bigr).
\]

Here \(n^a\) is the true valence density in sphere \(a\), tildes mark smooth counterparts, and the bracket is evaluated inside the sphere. Suppose that the partial waves are complete and the functional is local. The two smooth terms then cancel inside the sphere, and what remains there contains the full core density. Outside, the smooth valence density equals the true one. If \(\tilde n_c=n_c\) there as well, the splitting is \(D_{\rm full}\), whatever smooth form \(\tilde n_c\) takes inside.

The condition on the core tail matters. If the sphere ended at \(r_0\) and \(\tilde n_c\) were set to zero, the splitting would be correct inside and linear outside. The 32 % of the linear error that arises beyond \(r_0\) would remain, about 0.024 hartree. The one-centre term cures the overlap of core and valence densities inside the sphere; the smooth core density has to account for the overlap outside it.

All numerical values are calculated from the stated model.
